# The mirror-odd gap at K in ABA trilayer graphene

## Problem

In ABA trilayer graphene the first and third layers lie directly above each other, and the middle layer is displaced. Each layer has two sublattices, A and B. Site A2 of the middle layer lies on the vertical line through B1 and B3. These three sites are called dimer sites, because strong vertical hopping joins them. The sites A1, B2 and A3 are nondimer sites.

Three small energies are given:

- the matrix element between A1 and A3, \(t_A=-10\) meV;
- the matrix element between B1 and B3, \(t_B=19\) meV;
- the on-site energy of a dimer site relative to a nondimer site, \(D=50\) meV.

The outer layers are at the same potential, so the trilayer is symmetric under reflection in its middle plane. What is the energy gap at the K point between the two states that change sign when their amplitudes on the two outer layers are exchanged?

The model is a one-electron tight-binding model with orthogonal orbitals, one per site. Spin-orbit coupling and interactions beyond those absorbed in the parameters are left out.

## A tempting solution

At K the hopping between the A and B sublattices of one layer cancels. The sites of the outer layers therefore seem to keep their own energies, corrected by the hopping to the opposite outer layer. For the nondimer site this gives

\[
E_A=0+t_A=-10\ \text{meV},
\]

and for the dimer site

\[
E_B=D+t_B=50+19=69\ \text{meV}.
\]

The gap would then be \(69-(-10)=79\) meV.

## Where it fails

The cancellation at K is correct. The fault is that a hopping element has been added as if it were an on-site energy. A hopping element connects two amplitudes, and its contribution to the energy depends on their relative sign.

Take the two nondimer sites A1 and A3 at K. Their Hamiltonian is

\[
\begin{pmatrix}0&t_A\\ t_A&0\end{pmatrix}.
\]

Acting on \((1,1)\), it gives \(t_A(1,1)\). Acting on \((1,-1)\), it gives \((0,t_A)\) from the first column and \((-t_A,0)\) from the second. The sum is \((-t_A,t_A)=-t_A(1,-1)\). The energy \(+t_A\) belongs to the state with equal amplitudes. Reflection exchanges the outer layers and leaves that state unchanged, so it is mirror-even. The question asks about the other state.

The value 69 meV has a second defect. The even combination of B1 and B3 also couples to A2, so \(D+t_B\) is not an energy level of the trilayer at K. The odd combination has no such coupling, as the full Hamiltonian shows.

## The Hamiltonian

Let \(a\) be the lattice constant and \(b=a/\sqrt3\) the bond length. The three in-plane vectors from an A site to its B neighbours are

\[
\boldsymbol\delta_1=(0,b),\quad
\boldsymbol\delta_2=\left(\tfrac a2,-\tfrac b2\right),\quad
\boldsymbol\delta_3=\left(-\tfrac a2,-\tfrac b2\right).
\]

A Bloch matrix element is the sum of hopping elements times \(e^{i\mathbf k\cdot\mathbf r}\), where \(\mathbf r\) is the horizontal vector from the row site to the column site. The three neighbours thus contribute

\[
f(\mathbf k)=\sum_{j=1}^{3}e^{i\mathbf k\cdot\boldsymbol\delta_j}.
\]

The in-plane hopping element is \(-\gamma_0\). Between adjacent layers, \(\gamma_1\) joins vertical neighbours, \(-\gamma_3\) joins nondimer sites at horizontal distance \(b\), and \(\gamma_4\) joins a dimer to a nondimer site at that distance. In the order A1, B1, A2, B2, A3, B3,

\[
H=\begin{pmatrix}
0&-\gamma_0f&\gamma_4f&-\gamma_3f^*&t_A&0\\
-\gamma_0f^*&D&\gamma_1&\gamma_4f&0&t_B\\
\gamma_4f^*&\gamma_1&D&-\gamma_0f&\gamma_4f^*&\gamma_1\\
-\gamma_3f&\gamma_4f^*&-\gamma_0f^*&0&-\gamma_3f&\gamma_4f^*\\
t_A&0&\gamma_4f&-\gamma_3f^*&0&-\gamma_0f\\
0&t_B&\gamma_1&\gamma_4f&-\gamma_0f^*&D
\end{pmatrix}.
\]

The outer-layer elements carry no phase, since A1 and A3 have the same horizontal position, as do B1 and B3.

The reflection \(M\) exchanges A1 with A3 and B1 with B3. It leaves A2 and B2 in place. Orbital reflection adds a common sign for carbon \(p_z\) orbitals, which would rename the two parities without changing the states. Here "odd" refers to the exchange of amplitudes, without that common sign. The matrix is unchanged when its first and fifth, and its second and sixth, rows and columns are exchanged. Hence \(MH=HM\), and the eigenstates can be chosen even or odd.

## The odd sector

An odd state has opposite amplitudes on layers 1 and 3. On the middle layer its amplitude must equal minus itself, so it is zero. The general odd vector is

\[
\psi=\frac1{\sqrt2}(x,\;y,\;0,\;0,\;-x,\;-y).
\]

Apply \(H\) row by row. Apart from the common factor \(1/\sqrt2\), the first two rows give

\[
\begin{aligned}
(H\psi)_{A1}&=-\gamma_0f\,y+t_A(-x)=-t_Ax-\gamma_0f\,y,\\
(H\psi)_{B1}&=-\gamma_0f^*x+Dy+t_B(-y)=-\gamma_0f^*x+(D-t_B)y.
\end{aligned}
\]

The middle-layer rows give

\[
\begin{aligned}
(H\psi)_{A2}&=\gamma_4f^*x+\gamma_1y-\gamma_4f^*x-\gamma_1y=0,\\
(H\psi)_{B2}&=-\gamma_3f\,x+\gamma_4f^*y+\gamma_3f\,x-\gamma_4f^*y=0.
\end{aligned}
\]

The last two rows are minus the first two. The middle layer receives two contributions of equal size and opposite sign, so the odd states pass it by. The amplitudes \((x,y)\) obey a two-by-two problem:

\[
H_-=\begin{pmatrix}
-t_A&-\gamma_0f\\
-\gamma_0f^*&D-t_B
\end{pmatrix}.
\]

This has the form of a single graphene layer whose two sublattices have different energies. None of \(\gamma_1,\gamma_3,\gamma_4\) appears in it, at any wave vector.

## The gap at K

Take \(\mathbf K=(4\pi/3a,0)\). The three phases are \(\mathbf K\cdot\boldsymbol\delta_j=0,\ 2\pi/3,\ -2\pi/3\), and

\[
f(\mathbf K)=1+e^{2\pi i/3}+e^{-2\pi i/3}=1+2\cos\frac{2\pi}{3}=0.
\]

The matrix \(H_-\) is then diagonal, and its levels are

\[
\begin{aligned}
E_{A-}&=-t_A=-(-10)=10\ \text{meV},\\
E_{B-}&=D-t_B=50-19=31\ \text{meV}.
\end{aligned}
\]

The gap of the odd sector at K is

\[
\boxed{\Delta_-=|D-t_B+t_A|=|50-19-10|=21\ \text{meV}=0.021\ \text{eV}.}
\]

The lower state lies on A1 and A3, the upper on B1 and B3. Diagonalizing the six-site Hamiltonian, built from atomic positions without this reduction, gives odd levels at 10.000 and 31.000 meV with these sublattice weights. The same diagonalization agreed with the gap formula for twelve random sets of \(t_A,t_B,D\), each drawn between \(-60\) and 60 meV.

The absolute value matters because the order of the levels can change. With the two hoppings held fixed, the gap closes at \(D=t_B-t_A=29\) meV. Below that value the dimer level is the lower one. At \(D=0\) the levels are 10 and \(-19\) meV, and the gap is 29 meV. Raising \(D\) from zero thus first closes the gap and then opens it again in the opposite order.

## A factor of two in the parameters

In the graphite convention with parameters \(\gamma_2\) and \(\gamma_5\), the matrix elements are \(t_A=\gamma_2/2\) and \(t_B=\gamma_5/2\). The factor comes from the definition: \(\gamma_2\) and \(\gamma_5\) count together the two second-layer neighbours of an atom in bulk graphite, one above and one below. The matrix element to a single such neighbour is half of that, in the bulk as in the trilayer. The present matrix elements correspond to \(\gamma_2=-20\) meV and \(\gamma_5=38\) meV. The on-site parameter also differs between the conventions. With \(\Gamma=2\cos\theta\), where \(\theta\) is the Bloch phase per layer, the graphite levels above K are \(\gamma_2\Gamma^2/2\) for nondimer sites and \(\Delta\pm\gamma_1\Gamma+\gamma_5\Gamma^2/2\) for dimer sites. Since \(\Gamma^2/2=1+\cos2\theta\), these forms contain the constants \(\gamma_2\) and \(\gamma_5\), so \(D=\Delta+\gamma_5-\gamma_2\). The value \(D=50\) meV corresponds to \(\Delta=-8\) meV.

If \(-10\) and 19 meV were instead values of \(\gamma_2\) and \(\gamma_5\), the matrix elements would be \(-5\) and 9.5 meV. The levels would be 5 and \(50-9.5=40.5\) meV, with a gap of 35.5 meV. The problem states matrix elements, so no further halving is due.

## Away from K

The gap at K is also the smallest gap of the odd sector. To see this, define the mean and half the difference of the diagonal elements:

\[
\begin{aligned}
c&=\frac{D-t_B-t_A}{2}=\frac{50-19+10}{2}=20.5\ \text{meV},\\
\mu&=\frac{D-t_B+t_A}{2}=\frac{50-19-10}{2}=10.5\ \text{meV}.
\end{aligned}
\]

The diagonal elements are \(c-\mu\) and \(c+\mu\). The characteristic equation is

\[
(c-\mu-E)(c+\mu-E)-\gamma_0^2|f|^2=0.
\]

The first product is \((E-c)^2-\mu^2\), and therefore

\[
E_\pm=c\pm\sqrt{\mu^2+\gamma_0^2|f|^2}.
\]

The upper band never falls below \(c+|\mu|\), and the lower never rises above \(c-|\mu|\). Both limits are reached where \(f=0\). The smallest separation is \(2|\mu|=21\) meV, whether or not the two states are compared at the same wave vector.

For a wave vector \(\mathbf K+\mathbf q\) with \(qa\ll1\), expand each phase to first order. The zeroth-order sum vanishes. With \(\omega=e^{2\pi i/3}\), \(\omega+\omega^*=-1\) and \(\omega-\omega^*=i\sqrt3\),

\[
\begin{aligned}
f&\simeq i\left[bq_y+\omega\left(\frac{aq_x}{2}-\frac{bq_y}{2}\right)
+\omega^*\left(-\frac{aq_x}{2}-\frac{bq_y}{2}\right)\right]\\
&=i\left[\frac{3b}{2}q_y+\frac{i\sqrt3a}{2}q_x\right]
=\frac{\sqrt3a}{2}(-q_x+iq_y).
\end{aligned}
\]

The last step uses \(3b/2=\sqrt3a/2\). Thus \(\gamma_0|f|\simeq\hbar vq\), with \(\hbar v=\sqrt3a\gamma_0/2\), and

\[
E_\pm\simeq c\pm\sqrt{\mu^2+(\hbar vq)^2}.
\]

For numbers, take the rough graphite-like values \(\gamma_0=3100\) meV and \(a=0.246\) nm. They give \(\hbar v=660.4\) meV nm. At \(q=0.05\) nm\(^{-1}\), along \(x\), \(\hbar vq=33.0\) meV and the square root is 34.65 meV. The levels are \(-14.15\) and 55.15 meV. The lattice Hamiltonian gives \(-14.09\) and 55.09 meV, a difference of 0.06 meV that comes from the higher powers of \(q\) in \(f\).

Two regimes meet where \(\hbar vq=|\mu|\), at \(q=10.5/660.4=0.016\) nm\(^{-1}\). Well below this value the bands are parabolic, \(E_\pm\simeq c\pm[|\mu|+(\hbar vq)^2/2|\mu|]\). Well above it, but still with \(qa\ll1\), they lie close to the straight lines \(c\pm\hbar vq\) of a gapless graphene layer, apart from the small corrections of higher order in \(q\).

## The trilayer itself is not gapped

The other four states are even. At K, \(f=0\) leaves the even combination of A1 and A3 at \(t_A=-10\) meV and B2 at zero. The even combination of B1 and B3 has energy \(D+t_B\). Its coupling to A2 is \((\gamma_1+\gamma_1)/\sqrt2=\sqrt2\gamma_1\), so these two states form

\[
\begin{pmatrix}D+t_B&\sqrt2\gamma_1\\ \sqrt2\gamma_1&D\end{pmatrix},
\qquad
E=D+\frac{t_B}{2}\pm\sqrt{\frac{t_B^2}{4}+2\gamma_1^2}.
\]

With the rough value \(\gamma_1=390\) meV, the levels are \(59.5\pm551.63\), that is \(-492\) and 611 meV. This is where the 69 meV of the tempting solution has gone: the strong vertical bond splits that state into two distant levels.

At K itself no even level lies between 10 and 31 meV. Away from K the situation differs. With \(\gamma_3=300\) and \(\gamma_4=40\) meV, the even band that starts at zero reaches 127 meV at \(q=0.5\) nm\(^{-1}\) along \(x\). Being continuous, it crosses the whole odd gap on the way. It meets the centre of the gap, 20.5 meV, at \(q=0.228\) nm\(^{-1}\). These two numbers hold for \(+x\) only, because \(\gamma_3\) warps the even bands: along \(-x\) they are 208 meV and 0.124 nm\(^{-1}\), along \(y\) 172 meV and 0.151 nm\(^{-1}\). They also depend on the sign of \(\gamma_3\) relative to \(\gamma_1\). The overlap of stacked \(p_z\) orbitals suggests that the skew nondimer element has the same sign as the vertical one, which means a negative \(\gamma_3\) in the matrix above. With \(\gamma_3=-300\) meV the values along \(+x\) are 198 meV and 0.125 nm\(^{-1}\), and the roles of \(+x\) and \(-x\) are roughly exchanged. The band crosses the odd gap in all these cases. A Fermi level placed in the odd gap therefore still finds even states, and the trilayer in this model conducts there. The 21 meV is a gap between states of one symmetry, not a transport gap. This separation into even and odd bands requires equal potentials on the outer layers; otherwise the two sectors mix away from K.

## What changes the gap

Because \(\Delta_-=D-t_B+t_A\) for the present order of levels, an increase of 1 meV in \(D\), \(t_B\) or \(t_A\), with the other two fixed, changes the gap by \(+1\), \(-1\) or \(+1\) meV. The result is a difference of larger numbers: a 10 meV error in \(D\) alone is nearly half of it.

Some changes leave the gap at K as it is. A potential on the middle layer acts where the odd states have no amplitude. Skew hopping between A1 and B3, and its mirror image, enters with a three-neighbour sum that vanishes at K. Second-neighbour hopping within a layer, if equal on the two sublattices, shifts both levels together. In the six-site calculation the gap stayed at 21 meV when each of these was introduced separately, with values of 30, 5 and 100 meV.

A potential difference between the outer layers does matter. Let the potential energy be \(+u\) on layer 1 and \(-u\) on layer 3. Reflection is no longer a symmetry, and the levels must be followed from their odd parents at \(u=0\). For the nondimer sites at K,

\[
\det\begin{pmatrix}u-E&t_A\\t_A&-u-E\end{pmatrix}
=E^2-u^2-t_A^2=0,
\]

so the upper root is \(E=\sqrt{t_A^2+u^2}\). At \(u=5\) meV it is \(\sqrt{100+25}=11.18\) meV.

For the dimer sites, \(u\) couples the odd combination of B1 and B3 to the even one. In the order odd, even, A2, the matrix is

\[
\begin{pmatrix}
D-t_B&u&0\\
u&D+t_B&\sqrt2\gamma_1\\
0&\sqrt2\gamma_1&D
\end{pmatrix}.
\]

Let the amplitudes be \((p,r,s)\). The third row gives \(s=\sqrt2\gamma_1r/(E-D)\). Inserting this in the second row gives \(r\), and the first row then becomes

\[
E-(D-t_B)=\frac{u^2}{E-D-t_B-\dfrac{2\gamma_1^2}{E-D}}.
\]

To leading order in \(u\), set \(E-D=-t_B\) on the right:

\[
\delta E_B\simeq\frac{u^2}{-2t_B+2\gamma_1^2/t_B}
=\frac{u^2t_B}{2(\gamma_1^2-t_B^2)}.
\]

At \(u=5\) meV this is \(25\times19/[2(390^2-19^2)]=0.0016\) meV, in agreement with the full diagonalization. The shift is small because the odd level is pushed down by the even level at 611 meV and up by the one at \(-492\) meV, and the two effects nearly cancel.

The separation at K thus falls from 21 to 19.8 meV, a reduction of 6% relative to the symmetric value. It closes at \(u=29.4\) meV. Dividing the potential difference \(2u/e\) by the distance between the outer layers, 0.67 nm, gives internal fields of 0.149 MV/cm for \(u=5\) meV and 0.88 MV/cm for closure. These are fields inside the trilayer, after screening; the applied gate field has to be found from a separate electrostatic calculation.

## The model and a real trilayer

The parameters are rough values of the size used for graphite and few-layer graphene. An error in \(D\), \(t_B\) or \(t_A\) enters the gap at full size; the figure of 21 meV follows from the stated inputs and is not a reliable prediction for a real trilayer. With \(t_A=-14\), \(t_B=25\) and \(D=46\) meV, changes of only 4 to 6 meV, the gap would be 7 meV. In a real device, a substrate or a single gate can make the outer-layer potentials unequal, and the estimate above shows how far a given \(u\) moves the levels. Temperature and disorder limit how clearly the gap can be seen. The thermal energy is 25.9 meV at 300 K, more than the gap, and 0.36 meV at 4.2 K. A state lifetime of 31 fs corresponds to a broadening \(\hbar/\tau\) equal to the gap, so resolving the two band edges requires a lifetime well above that.

## Table of computed values

```
outer hopping A1-A3 (nondimer): -10.0 meV
outer hopping B1-B3 (dimer): 19.0 meV
dimer-site shift D: 50.0 meV
rough g0, g1: 3100, 390 meV
rough g3, g4: 300, 40 meV
lattice constant, layer spacing: 0.246, 0.335 nm
odd level at K, nondimer: 10.000 meV
odd level at K, dimer: 31.000 meV
ODD-SECTOR GAP AT K: 21.000 meV = 0.0210 eV
sublattice weights, lower on A, upper on B: 1.0000, 1.0000
even levels at K: -492.13, -10.00, 0.00, 611.13 meV
odd-sector center and half-gap: 20.50, 10.50 meV
hbar*v: 660.4 meV nm
odd levels at q = 0.05 1/nm, lattice: -14.09, 55.09 meV
odd levels at q = 0.05 1/nm, linear law: -14.15, 55.15 meV
smallest odd gap in zone, 60x60 mesh: 21.000 meV
shift from 30x30 to 60x60 mesh: 0.000 meV
even band at K + 0.5 1/nm along x: 126.8 meV
even band meets odd gap center at q: 0.228 1/nm
gap change per +1 meV in D, t_B, t_A: +1.00, -1.00, +1.00 meV
gap if both outer elements are halved: 35.50 meV
outer asymmetry u: 5.0 meV (internal field 0.149 MV/cm)
  nondimer edge with u: 11.180 meV
  shift of dimer edge with u: 0.0016 meV
  level separation with u: 19.821 meV
u that closes the separation at K: 29.40 meV (internal field 0.878 MV/cm)
thermal energy at 300 K and 4.2 K: 25.85, 0.362 meV
gap divided by Boltzmann constant: 244 K
lifetime with hbar/lifetime = gap: 31.3 fs
```
